**Common in-plane parameter of a free-standing coherent superlattice**

The program tests $\bar a=\sum_iM_it_ia_i/\sum_iM_it_i$ with $M_i=C_{11,i}+C_{12,i}-2C_{12,i}^2/C_{11,i}$, where $a_i$ and $t_i$ are the stress-free lattice parameter and thickness of cubic layer $i$, and $C_{11,i}$ and $C_{12,i}$ are its elastic constants. It minimizes the full six-component elastic energy numerically and asserts that the common parameter and the cell heights agree with the formulas for two and three layers, other thickness ratios and layers with fixed polarization. For the two-layer example it also asserts the stored energy and the balance of in-plane forces. Further assertions cover the second-order shifts caused by counting energy per common area or by using Green–Lagrange strain, and the $1/N$ law for the bending strain of a stack of $N$ periods. In the example, layers with 0.400 nm and 0.390 nm settle at 0.3933 nm, compared with 0.3951 nm for thickness weights alone and 0.3941 nm for the clamped modulus $C_{11}+C_{12}$. The alternative conventions shift the result by about 0.0001 nm. The outer bending strain falls from 1.85 % for one period to 0.017 % for one hundred.

## Numerical check

```python
"""Common in-plane lattice parameter of a free-standing coherent superlattice.

Result under test:  a = sum(M_i t_i a_i) / sum(M_i t_i),
                    M_i = C11 + C12 - 2 C12^2 / C11   (cubic layers, (001) interfaces)
a_i : stress-free lattice parameter (nm);  t_i : stress-free thickness (nm)
C11, C12, C44 : stiffnesses (GPa);  Q11, Q12 : electrostriction (m^4/C^2)
P   : polarization along the layer normal (C/m^2), held fixed
Energies are per column one in-plane cell wide: GPa nm^3 = 1e-18 J = aJ.
Forces in a column: GPa nm^2 = nN.
"""
from collections import namedtuple
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.constants import e as electron_charge

Layer = namedtuple("Layer", "a t C11 C12 C44 Q11 Q12")


def make_layer(a, cells, C11, C12, C44, Q11, Q12):
    return Layer(a, cells * a, C11, C12, C44, Q11, Q12)


def layer_A(cells):
    return make_layer(0.400, cells, 180.0, 100.0, 110.0, 0.10, -0.04)


def layer_B(cells):
    return make_layer(0.390, cells, 320.0, 100.0, 120.0, 0.05, -0.01)


# ---------- derived formulas ----------
def biaxial_modulus(L):
    return L.C11 + L.C12 - 2 * L.C12**2 / L.C11


def common_parameter(layers, P=0.0):
    K = np.array([biaxial_modulus(L) * L.t for L in layers])
    free = np.array([L.a * (1 + L.Q12 * P**2) for L in layers])
    return K @ free / K.sum()


def normal_parameter(L, a, P=0.0):
    elastic = a / L.a - 1 - L.Q12 * P**2
    return L.a * (1 + L.Q11 * P**2 - 2 * L.C12 / L.C11 * elastic)


# ---------- independent road: full elastic energy, all strains free ----------
A_REF = 0.395  # origin of the search variables (nm)


def stiffness_matrix(L):
    C = np.zeros((6, 6))
    C[:3, :3] = L.C12
    C[range(3), range(3)] = L.C11
    C[range(3, 6), range(3, 6)] = L.C44
    return C


def elastic_strain(x, i, L, P):
    """Voigt strain of layer i; x[0:3] are common, three more belong to each layer."""
    ezz, gyz, gxz = x[3 + 3 * i: 6 + 3 * i]
    total = np.array([A_REF * (1 + x[0]) / L.a - 1,
                      A_REF * (1 + x[1]) / L.a - 1, ezz, gyz, gxz, x[2]])
    return total - P**2 * np.array([L.Q12, L.Q12, L.Q11, 0, 0, 0])


def column_energy(x, layers, P):
    energy = 0.0
    for i, L in enumerate(layers):
        s = elastic_strain(x, i, L, P)
        energy += 0.5 * s @ stiffness_matrix(L) @ s * L.a**2 * L.t
    return energy


def minimize_column(layers, P=0.0):
    """One Newton step is exact for a quadratic energy, as are these differences."""
    n = 3 + 3 * len(layers)
    h = 0.1
    step = h * np.eye(n)

    def u(x):
        return column_energy(x, layers, P)
    u0 = u(np.zeros(n))
    up = [u(s) for s in step]
    grad = np.array([(up[i] - u(-step[i])) / (2 * h) for i in range(n)])
    hess = np.array([[(u(step[i] + step[j]) - up[i] - up[j] + u0) / h**2
                      for j in range(n)] for i in range(n)])
    assert np.linalg.eigvalsh(hess).min() > 0  # unique minimum
    x = -np.linalg.solve(hess, grad)
    return x, u(x)


def check_stack(layers, P=0.0):
    x, energy = minimize_column(layers, P)
    a = common_parameter(layers, P)
    assert abs(A_REF * (1 + x[0]) - a) < 1e-9
    assert abs(A_REF * (1 + x[1]) - a) < 1e-9
    assert abs(x[2]) < 1e-9
    for i, L in enumerate(layers):
        assert abs(L.a * (1 + x[3 + 3 * i]) - normal_parameter(L, a, P)) < 1e-9
        assert np.abs(x[4 + 3 * i: 6 + 3 * i]).max() < 1e-9
    return x, energy


A, B = layer_A(10), layer_B(10)
pair = [A, B]
x_min, U_num = check_stack(pair)
a_common = common_parameter(pair)
M = np.array([biaxial_modulus(L) for L in pair])
t = np.array([L.t for L in pair])
a_free = np.array([L.a for L in pair])
K = M * t
phi = K / K.sum()

# stored energy and force balance
U_formula = K[0] * K[1] / K.sum() * (A.a - B.a)**2
assert abs(U_num - U_formula) < 1e-9
stress = np.array([(stiffness_matrix(L) @ elastic_strain(x_min, i, L, 0.0))[0]
                   for i, L in enumerate(pair)])
force = stress * a_free * t
assert abs(force.sum()) < 1e-7 and abs(force[0]) > 1
assert np.allclose(stress, M * (a_common / a_free - 1), atol=1e-7)

# three different layers, other thickness ratios, polarized layers
third = make_layer(0.405, 6, 250.0, 140.0, 90.0, 0.08, -0.02)
check_stack([A, B, third])
ratios = [(5, 15), (15, 5)]
for nA, nB in ratios:
    check_stack([layer_A(nA), layer_B(nB)])
P_example = 0.25
check_stack(pair, P_example)
check_stack([A, B, third], P_example)
a_polar = common_parameter(pair, P_example)

# averages with other weights
a_thickness = t @ a_free / t.sum()
clamped = np.array([L.C11 + L.C12 for L in pair]) * t
a_clamped = clamped @ a_free / clamped.sum()


# ---------- second-order effect of other conventions ----------
def convention_shift(scale, convention):
    """Relative shift of the minimum, and variance v, at scaled mismatch."""
    a_i = a_common + scale * (a_free - a_common)

    def u(a):
        if convention == "common area":
            return np.sum(K * (a / a_i - 1)**2)
        green = ((a / a_i)**2 - 1) / 2
        return np.sum(K * a_i**2 * green**2)
    best = minimize_scalar(u, bounds=(a_i.min(), a_i.max()), method="bounded",
                           options={"xatol": 1e-12}).x
    v = phi @ (a_i / a_common - 1)**2
    return best / a_common - 1, v


shifts = {}
for name, coefficient in (("common area", -2.0), ("Green-Lagrange", -1.5)):
    full, v_full = convention_shift(1.0, name)
    half, v_half = convention_shift(0.5, name)
    # tolerances cover the next order, about one mismatch (2.5 percent)
    assert abs(full / v_full / coefficient - 1) < 0.03
    assert abs(half / v_half / coefficient - 1) < 0.015
    shifts[name] = (full, full / v_full, half / v_half)


# ---------- bending of a finite free stack ----------
def bending(periods):
    """Minimize sum of M (e0 + kappa z - misfit)^2 over explicit layers."""
    edges = np.concatenate([[0.0], np.cumsum(np.tile(t, periods))])
    edges -= edges[-1] / 2
    mid = (edges[1:] + edges[:-1]) / 2
    width = np.diff(edges)
    gauss = width / (2 * np.sqrt(3))  # two-point rule, exact for quadratics
    z = np.concatenate([mid - gauss, mid + gauss])
    weight = np.sqrt(np.tile(np.tile(M, periods) * width / 2, 2))
    misfit = np.tile(np.tile(a_free / a_common - 1, periods), 2)
    half_height = edges[-1]
    design = np.column_stack([np.ones_like(z), z / half_height])
    fit = np.linalg.lstsq(design * weight[:, None], misfit * weight, rcond=None)[0]
    return fit[0], abs(fit[1])  # mid-plane strain, bending strain at outer face


def bending_law(periods):
    return 3 * phi[0] * phi[1] * abs(B.a - A.a) / a_common / periods


bend = {N: bending(N) for N in (1, 10, 100)}
assert abs(bend[10][1] / bending_law(10) - 1) < 0.02
assert abs(bend[100][1] / bending_law(100) - 1) < 0.001
assert abs(bend[100][0]) < abs(bend[10][0]) / 50

# ---------- numbers ----------
for name, L, m, w, s, f in zip("AB", pair, M, phi, stress, force):
    print(f"{name}: a = {L.a:.3f} nm, t = {L.t:.2f} nm, cells = {L.t / L.a:.0f}")
    print(f"{name}: C11, C12, C44 = {L.C11:.0f}, {L.C12:.0f}, {L.C44:.0f} GPa")
    print(f"{name}: Q11, Q12 = {L.Q11:.2f}, {L.Q12:.2f} m^4/C^2")
    print(f"{name}: biaxial modulus M = {m:.2f} GPa")
    print(f"{name}: M t = {m * L.t:.2f} GPa nm, weight phi = {w:.4f}")
    print(f"{name}: in-plane strain = {100 * (a_common / L.a - 1):.3f} %")
    print(f"{name}: in-plane stress = {s:.3f} GPa")
    print(f"{name}: force in one column = {f:.3f} nN")
    print(f"{name}: normal parameter c = {normal_parameter(L, a_common):.5f} nm")
print(f"common a, formula = {a_common:.6f} nm")
print(f"common a, full numerical minimum = {A_REF * (1 + x_min[0]):.6f} nm")
print(f"a with thickness weights only = {a_thickness:.6f} nm")
print(f"a with clamped modulus C11+C12 = {a_clamped:.6f} nm")
print(f"stored energy per column, formula = {U_formula:.5f} aJ")
print(f"stored energy per column, numerical = {U_num:.5f} aJ")
print(f"stored energy per column = {U_formula * 1e-18 / electron_charge:.4f} eV")
print(f"stored energy per area and period = {U_formula / a_common**2:.4f} J/m^2")
for nA, nB in ratios:
    value = common_parameter([layer_A(nA), layer_B(nB)])
    print(f"common a for {nA} cells A, {nB} cells B = {value:.6f} nm")
print(f"polarization P = {P_example:.2f} C/m^2")
for name, L in zip("AB", pair):
    print(f"{name}: free a with P = {L.a * (1 + L.Q12 * P_example**2):.6f} nm")
    print(f"{name}: c with P = {normal_parameter(L, a_polar, P_example):.5f} nm")
print(f"common a with P = {a_polar:.6f} nm")
print(f"variance v = {phi @ (a_free / a_common - 1)**2:.4e} (no unit)")
for name, (full, c_full, c_half) in shifts.items():
    print(f"{name}: relative shift of a = {full:.3e} (no unit)")
    print(f"{name}: shift/v = {c_full:.3f}, at half mismatch {c_half:.3f}")
for N, (middle, outer) in bend.items():
    print(f"N = {N}: outer bending strain = {100 * outer:.4f} %, "
          f"large-N law {100 * bending_law(N):.4f} %")
    print(f"N = {N}: mid-plane strain shift = {100 * middle:.5f} %")
print("verified")
```

Running it gives:

```
A: a = 0.400 nm, t = 4.00 nm, cells = 10
A: C11, C12, C44 = 180, 100, 110 GPa
A: Q11, Q12 = 0.10, -0.04 m^4/C^2
A: biaxial modulus M = 168.89 GPa
A: M t = 675.56 GPa nm, weight phi = 0.3264
A: in-plane strain = -1.684 %
A: in-plane stress = -2.844 GPa
A: force in one column = -4.551 nN
A: normal parameter c = 0.40748 nm
B: a = 0.390 nm, t = 3.90 nm, cells = 10
B: C11, C12, C44 = 320, 100, 120 GPa
B: Q11, Q12 = 0.05, -0.01 m^4/C^2
B: biaxial modulus M = 357.50 GPa
B: M t = 1394.25 GPa nm, weight phi = 0.6736
B: in-plane strain = 0.837 %
B: in-plane stress = 2.992 GPa
B: force in one column = 4.551 nN
B: normal parameter c = 0.38796 nm
common a, formula = 0.393264 nm
common a, full numerical minimum = 0.393264 nm
a with thickness weights only = 0.395063 nm
a with clamped modulus C11+C12 = 0.394061 nm
stored energy per column, formula = 0.04551 aJ
stored energy per column, numerical = 0.04551 aJ
stored energy per column = 0.2840 eV
stored energy per area and period = 0.2942 J/m^2
common a for 5 cells A, 15 cells B = 0.391391 nm
common a for 15 cells A, 5 cells B = 0.395924 nm
polarization P = 0.25 C/m^2
A: free a with P = 0.399000 nm
A: c with P = 0.40942 nm
B: free a with P = 0.389756 nm
B: c with P = 0.38933 nm
common a with P = 0.392773 nm
variance v = 1.4216e-04 (no unit)
common area: relative shift of a = -2.806e-04 (no unit)
common area: shift/v = -1.974, at half mismatch -1.987
Green-Lagrange: relative shift of a = -2.107e-04 (no unit)
Green-Lagrange: shift/v = -1.482, at half mismatch -1.491
N = 1: outer bending strain = 1.8483 %, large-N law 1.6772 %
N = 1: mid-plane strain shift = 0.33259 %
N = 10: outer bending strain = 0.1679 %, large-N law 0.1677 %
N = 10: mid-plane strain shift = 0.00302 %
N = 100: outer bending strain = 0.0168 %, large-N law 0.0168 %
N = 100: mid-plane strain shift = 0.00003 %
verified
```
